# Aged Ferroelectric Loops from Frozen Defect Polarization in a Landau Model, part 2

A uniaxial ferroelectric aged with equal volumes of up ($s=+1$) and down ($s=-1$) domains; $s$ keeps labelling the original direction. Its defect dipoles aligned with the local polarization and stay frozen during cycling. Region $s$ has switchable polarization $P$, written $P_{(\pm)}$ for $s=\pm1$, frozen polarization $sP_d$ and, in the applied field $E$, the energy density

$$
f_s(P)=-\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4-\kappa sP_dP-E\,(P+sP_d),
$$

with $\alpha,\beta,\kappa,P_d>0$. Formulas are in SI units; $\varepsilon_0$ is the vacuum permittivity.

Assumptions until part (i): all regions feel the same $E$; $P$ is uniform within a region and stays in its local minimum until that disappears; the drive switches every region both ways unless stated otherwise. A loop is pinched if its rising-field and falling-field branches coincide in an interval around $E=0$ but are separate at larger fields of both signs.

With $E_b=\kappa P_d$ and $P_0=\sqrt{\alpha/\beta}$, the minima obey

$$
-\alpha P+\beta P^3=E+sE_b\equiv x. \tag{1}
$$

The upper branch $P_{\rm up}(x)>0$ exists for $x\ge-E_c$, the lower branch $P_{\rm low}(x)=-P_{\rm up}(-x)$ for $x\le E_c$, where

$$
E_c=\frac{2\alpha P_0}{3\sqrt3}. \tag{2}
$$

On both, $dP/dx=1/(3\beta P^2-\alpha)>0$ (part (d)). The regions switch at

$$
E_{\rm down}^{(s)}=-E_c-sE_b,\qquad E_{\rm up}^{(s)}=E_c-sE_b. \tag{4}
$$

Hence (part (c)) if $E_b>E_c$, the down regions turn back before the falling field reaches zero; if $E_b<E_c$, they are still up there.

The vertical opening of an unbiased loop, $g=P_{\rm up}-P_{\rm low}$, is

$$
g(x)=2P_0\cos\left[\frac13\arcsin\frac{x}{E_c}\right]\quad(|x|<E_c),\qquad g(x)=0\quad(|x|>E_c). \tag{5}
$$

It is even, concave where open, and falls from $2P_0$ at $x=0$ towards $\sqrt3P_0$ at the edges.

Part (e) asks: average the two kinds of region in equal parts. When is the result pinched, and what is its remanence?

**Solution.** The measured polarization includes the frozen part, and its average is

$$
\bar P(E)=\frac12\left[P_{(+)}+P_d\right]+\frac12\left[P_{(-)}-P_d\right]=\frac12\left[P_{(+)}+P_{(-)}\right].
$$

The frozen polarization cancels from the sum but remains in the net fields $E\pm E_b$. The vertical opening of the averaged loop is therefore

$$
\Delta(E)=\frac12\left[g(E+E_b)+g(E-E_b)\right]. \tag{6}
$$

At zero field, because $g$ is even, $\Delta(0)=g(E_b)$. The averaged loop is symmetric under a change of sign of both $E$ and $\bar P$, so its two zero-field values are $\pm P_r$ with $P_r=\Delta(0)/2$. From (5),

$$
P_r=\begin{cases}
P_0\cos\left[\dfrac13\arcsin\dfrac{E_b}{E_c}\right], & E_b<E_c,\\[2mm]
0, & E_b>E_c.
\end{cases} \tag{7}
$$

**Strong bias, $E_b>E_c$.** The first term in (6) is open for $|E+E_b|<E_c$ and the second for $|E-E_b|<E_c$. These two intervals do not overlap, and neither contains $E=0$. The loop is closed for

$$
|E|<E_b-E_c .
$$

Outside this band lie two sub-loops, centred at $E=\pm E_b$ and each $2E_c$ wide. Their opening at the centre is $g(0)/2=P_0$. This is a pinched loop. In the closed band each region sits in its original direction, whichever way the field is changing, because its bias alone is strong enough to remove the opposite minimum.

**Weak bias, $E_b<E_c$.** Both terms in (6) are open for $|E|<E_c-E_b$. In this central band $\Delta$ is an even function and a sum of concave functions, so its largest value there is at $E=0$. That value is $g(E_b)>\sqrt3P_0$. Outside the band at most one of the two terms is open, and $\Delta\le g(0)/2=P_0$. The averaged loop is thus widest in the vertical direction at zero field. Its branches do not meet there, but the loop is constricted along the field axis. On the falling branch both kinds of region are up until $E=E_b-E_c<0$. Just below that field $\bar P=\frac12[P_{\rm up}(E_b+E)-P_{\rm up}(E_b-E)]<0$, because $P_{\rm up}$ increases with its argument. The falling branch therefore crosses $\bar P=0$ at $E_b-E_c$, and the rising branch at $E_c-E_b$. The loop is $2(E_c-E_b)$ wide at zero polarization, while at $\bar P=\pm P_0/2$ it is $2E_c$ wide. For $E_b=0.9E_c$ this neck is one tenth of the full width.

Averaging opposite domains gives a pinched loop in the strict sense defined at the start, with coinciding branches around $E=0$, if the bias field exceeds the coercive field, and not if it is smaller. A smaller bias gives a loop with an open neck, a shape that is often also called pinched or constricted when measured loops are described. At $E_b=E_c$ a minimum disappears just at zero field, and the static rule used here leaves that single case marginal.

The neck width $2(E_c-E_b)$ shrinks linearly to zero at the threshold, but the remanence gives little warning. For small $E_b/E_c$, equation (7) reduces to $P_r\approx P_0[1-(E_b/E_c)^2/18]$. Just below the threshold the remanence is still close to $(\sqrt3/2)P_0$, about 87% of its unaged value. It then drops to zero, because all regions have been given the same $E_b$ and the same $E_c$ and they cross the threshold together. A spread of these fields smooths the drop; part (i) works out one example.

## Second half: losses, numbers and limits

The symbols carried over are these. Region $s=\pm1$ has switchable polarization $P$, frozen polarization $sP_d$ and net field $x=E+sE_b$, where $E_b=\kappa P_d$. The Landau coefficients $\alpha,\beta$ give $P_0=\sqrt{\alpha/\beta}$ and $E_c=2\alpha P_0/(3\sqrt3)$. The upper branch is $P_{\rm up}(x)$. A region switches at $x=\pm E_c$, that is at $E=\pm E_c-sE_b$. An unbiased loop has vertical opening $g(x)$, which is even and equals $2P_0$ at $x=0$. The equal average is closed for $|E|<E_b-E_c$ if $E_b>E_c$; for $E_b<E_c$ it is not pinched.

### (f) Does ageing reduce the energy lost per cycle? What happens if an aged sample is driven too weakly to switch?

**Solution.** Let $U=f_s+E(P+sP_d)$ be the energy density without the applied-field term. The source does work $E\,dP$, since $sP_d$ is constant. While $P$ follows a minimum, $E=dU/dP$, so all the work is stored and nothing is lost. At a jump the field is constant, and the heat released is $E\,\Delta P-\Delta U=-\Delta f_s$.

Take the downward jump, at $x=-E_c$. It starts from $P=P_0/\sqrt3$, which is there a double root of the cubic (1). The cubic has no quadratic term, so its three roots add to zero, and the jump ends at $P=-2P_0/\sqrt3$. Apart from a constant, the energy is $-\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4+E_cP$. In units of $\alpha P_0^2$ its values are

$$
\begin{aligned}
\text{before:}&\quad -\frac16+\frac1{36}+\frac29=\frac1{12},\\
\text{after:}&\quad -\frac23+\frac49-\frac49=-\frac23 .
\end{aligned}
$$

The drop is $\frac34\alpha P_0^2$. The upward jump releases the same amount by symmetry. Since $U$ returns to its starting value after a cycle, the loop area is

$$
W=\oint E\,dP=\frac32\,\alpha P_0^2 . \tag{8}
$$

The bias does not appear in $W$. Both kinds of region lose $W$ per unit volume, and so does their average. With $\alpha$, $\beta$ and full switching held fixed, ageing moves the loss to other fields and leaves its amount unchanged. In a pinched loop each of the two sub-loops has the area $W/2$.

Now drive an aged sample with an amplitude below $E_b+E_c$. In an up region the net field stays above $-E_c$, so the upper minimum survives throughout. The down region is the mirror image. Neither switches, and there is no hysteresis. If $E_b>E_c$ this response is restored after a full cycle, because every region returns to its original direction at zero field. If $E_b<E_c$, a full cycle leaves the regions all up or all down, and the original domain pattern is not recovered by removing the field.

### (g) What changes if the up and down volumes were unequal during ageing? What is the small-signal permittivity at zero field?

**Solution.** Let $w$ be the fraction of up regions, and let $E_b>E_c$. At $E=0$ an up region has total polarization $P_{\rm up}(E_b)+P_d$ and a down region has the opposite value. On both branches

$$
\bar P(0)=w\left[P_{\rm up}(E_b)+P_d\right]-(1-w)\left[P_{\rm up}(E_b)+P_d\right]=(2w-1)\left[P_{\rm up}(E_b)+P_d\right]. \tag{9}
$$

The loop is still closed at zero field, but it is displaced vertically and its sub-loops are unequal. For $w=1$ one sub-loop is left, centred at $E=-E_b$. A sample aged in a fully poled state thus shows a shifted loop. In this model the same defects give a pinched or a shifted loop according to the domain state in which they were aligned.

For the permittivity, use $dP/dE=1/(3\beta P^2-\alpha)$ from part (d) and add the vacuum term:

$$
\varepsilon=1+\frac{1}{\varepsilon_0(3\beta P^2-\alpha)} . \tag{10}
$$

In the aged state $|P|=P_{\rm up}(E_b)>P_0$ in both kinds of region. The denominator is larger than in the unaged state, so the permittivity is smaller. The bias pushes the polarization up the steeper wall of its energy well. Domain walls, which also contribute to a measured permittivity, are not included in (10).

### (h) Work out the loop of a 10 nm film with $P_0=20\ \mu\mathrm{C/cm^2}$ and $E_c=1.0$ MV/cm, driven to 3.0 MV/cm. It contains $1.5\times10^{20}\ \mathrm{cm^{-3}}$ defect dipoles of charge $2e$ and length 0.20 nm, with $\kappa\varepsilon_0=0.12$.

**Solution.** In SI units $P_0=0.20\ \mathrm{C/m^2}$ and $E_c=1.0\times10^8$ V/m. Inverting (2),

$$
\alpha=\frac{3\sqrt3\,E_c}{2P_0}=\frac{2.598\times10^8}{0.20}=1.30\times10^9\ \mathrm{m/F},
$$

and $\beta=\alpha/P_0^2=3.25\times10^{10}\ \mathrm{m^5/(C^2\,F)}$. The frozen polarization is density times charge times length:

$$
P_d=(1.5\times10^{26})(3.20\times10^{-19})(0.20\times10^{-9})=9.6\times10^{-3}\ \mathrm{C/m^2},
$$

or $0.96\ \mu\mathrm{C/cm^2}$. With $\kappa=0.12/\varepsilon_0=1.355\times10^{10}$ m/F,

$$
E_b=\kappa P_d=1.30\times10^8\ \mathrm{V/m}=1.30\ \mathrm{MV/cm}.
$$

Less than 5% of $P_0$ in frozen polarization is enough to exceed the coercive field, for this chosen coupling. The loop should be closed for $|E|<0.30$ MV/cm, and full switching needs 2.30 MV/cm.

These predictions were tested by moving $P$ numerically downhill in $f_s$, in field steps of 0.01 MV/cm. The down regions switched down at 0.30 and up at 2.31 MV/cm, and the up regions at $-2.31$ and $-0.30$ MV/cm. This agrees with (4) to within one field step. The averaged loop has these values:

| $E$ (MV/cm) | falling ($\mu$C/cm²) | rising ($\mu$C/cm²) |
|---|---|---|
| 0.0 | 0.00 | 0.00 |
| 0.2 | 0.47 | 0.47 |
| 0.5 | 20.23 | 1.19 |
| 1.3 | 23.25 | 3.25 |
| 2.0 | 24.99 | 5.65 |
| 2.6 | 26.23 | 26.23 |

At 1.3 MV/cm, the centre of the sub-loop, the opening is $23.25-3.25=20.00\ \mu\mathrm{C/cm^2}$, which is $P_0$.

Changing only the bias tests the threshold. For $E_b/E_c=0.90$, 0.97 and 1.05 the simulated remanence was 18.62, 18.08 and 0.00 $\mu$C/cm², in agreement with (7).

Equation (8) gives a loop area of $1.5\,(1.30\times10^9)(0.20)^2=7.8\times10^7\ \mathrm{J/m^3}$, or 78 J/cm³. The simulated areas were 77.6 J/cm³ without ageing and 77.9 J/cm³ with it, equal within the error of the field step. An aged film driven to only 2.2 MV/cm showed no hysteresis.

The zero-field permittivity (10) falls from 44.5 to 27.7. For an up fraction of 0.7, equation (9) gives a zero-field polarization of $9.9\ \mu\mathrm{C/cm^2}$.

### (i) Which neglected effects within the film change the result most?

**Solution.** *Domain walls.* The largest shift of a switching field found here comes from dropping the assumption that each region switches as a whole. The aged state contains walls at the borders between up and down regions. Let a wall advance into a down region, whose net field is $x=E-E_b$. The energy difference between the up and down states is zero at $x=0$ by symmetry, and its derivative with respect to $x$ is $-(P_{\rm up}-P_{\rm low})<0$. The up state is therefore favoured as soon as $E>E_b$. A free wall then sweeps through the region without waiting for $E_b+E_c$.

This was tested in one dimension with a gradient energy added, for stripes 10 nm wide, a wall half-width of 0.4 nm and field steps of 0.02 MV/cm. The down stripe switched up at 1.32 MV/cm instead of 2.30 MV/cm. With the field then lowered, it switched back at 0.30 MV/cm, as in the uniform model, because the film was all up and had no wall left. The closed band survives, but each sub-loop loses half its width. Since $g$ is even, it also loses half its area, apart from the small effect of the stripe edges. An aged film with free walls would show hysteresis at any amplitude above about $E_b$.

This is a continuum result. The assumed wall half-width is smaller than a lattice cell of about 0.5 nm, so a real wall can be pinned by the lattice. If the polarization is defined only at points 0.5 nm apart, the same stripe model switches up at about 1.5 MV/cm instead of 1.3 MV/cm. Pinning in a real material may be stronger or weaker than this.

In a real film, nucleation can also make the return to the original direction easier. If that return needs a net field $E_n$ smaller than $E_c$, the argument of part (c) gives pinching for $E_b>E_n$.

*Spread of bias fields.* Let $E_b$ vary from place to place, with up and down regions still balanced at each value. The remanence is then (7) averaged over the distribution, and only places with $E_b<E_c$ contribute. For a normal distribution with a standard deviation of 0.30 MV/cm about the unrounded bias of 1.303 MV/cm, at fixed $E_c$, the result is $P_r=2.9\ \mu\mathrm{C/cm^2}$. That is 15% of $P_0$: the loop has a narrow waist instead of a closed one.

*Dead layer.* Let a non-switching layer of thickness $t$ and permittivity $\varepsilon_i$ lie in series with ferroelectric of thickness $d$. Continuity of the displacement gives $\varepsilon_0\varepsilon_iE_i=\varepsilon_0E_f+P$, where $E_i$ and $E_f$ are the fields in the two layers and the small frozen part is left out. Inserting $E_i$ into the voltage $V=E_fd+E_it$ and solving for $E_f$,

$$
E_f=\frac{V}{L}-kP,\qquad L=d+\frac{t}{\varepsilon_i},\qquad k=\frac{t}{\varepsilon_0\varepsilon_iL}.
$$

Putting $E_f$ in place of $E$ in (1) replaces $\alpha$ by $\alpha-k$, with $V/L$ as the applied field. At fixed $\beta$, $P_0\propto\alpha^{1/2}$, so (2) gives $E_c\propto\alpha^{3/2}$. For $t=0.5$ nm and $\varepsilon_i=30$ the coercive field falls to 0.79 MV/cm. With $E_b$ fixed, the closed band widens from 0.30 to about 0.5 MV/cm on each side. This estimate treats each region as laterally wide compared with the layers. It also treats the dead layer as a perfect insulator, which is doubtful here: the formula for $E_i$ gives about 9 MV/cm in the layer at zero voltage and 11 MV/cm at full drive, well above the rough breakdown field of 4 MV/cm used in part (j). Charge that passes through the layer and compensates $P$ would weaken the effect, so the numbers show a trend and are not a prediction for a real film.

### (j) Do temperature, defect motion, leakage and breakdown allow such a loop to be measured? How does the model compare with real films?

**Solution.** *Temperature.* Let $\alpha$ be proportional to $T_C-T$, with a rough Curie temperature of 700 K and with $\beta$ and $E_b$ held fixed. Going from 300 K to 358 K (85 °C) multiplies $\alpha$ by $342/400=0.855$ and $E_c$ by $0.855^{3/2}=0.79$. The agreement with the dead-layer value is a coincidence of the chosen inputs. Heating favours pinching as long as the defects stay frozen.

*Defect motion.* That condition is the weak point. When a region is switched against its bias, its dipoles are misaligned and can lower their energy by hopping. Take 1.0 eV as a rough barrier for a hop out of this misaligned state, before the direct force of the applied field on the dipole is counted, and an attempt rate of $10^{13}\ \mathrm{s^{-1}}$. The mean hop time would then be $6.3\times10^3$ s at 300 K and 12 s at 358 K. These are reference values, because for $E_b>E_c$ the misaligned state does not survive at zero applied field. The full drive field lowers the barrier by 0.060 eV for a hop that carries the charge 0.20 nm along the field, with its saddle halfway. Such a hop turns the dipole sideways, and a full reversal needs a second one. The times become about 620 s and 1.7 s.

At 1 kHz the dipoles are then frozen within one cycle. At 358 K the assumption is not safe beyond some thousands of cycles, and the later evolution needs a rate equation for $P_d$.

The barrier must be understood as already including the coupling $\kappa$. The field that the lattice polarization exerts on the dipoles is $\kappa P_0=2.7\times10^9$ V/m, nine times the drive field. It lowers the barrier of a misaligned dipole by about $9\times0.060=0.54$ eV. If 1.0 eV were the barrier before this lowering, the reference time of 6300 s at 300 K would shrink by nine factors of $6300/618\approx10$, to some microseconds, and the time at full drive would be shorter still. The dipoles would then follow the polarization within a 1 kHz cycle, and the frozen model would fail.

*Leakage and breakdown.* A rough leakage current of $10^{-4}\ \mathrm{A/cm^2}$, taken as constant over half a period of 0.5 ms, carries $0.05\ \mu\mathrm{C/cm^2}$. The vacuum charge $\varepsilon_0E$ at full drive is $0.27\ \mu\mathrm{C/cm^2}$. Both are small beside $P_0$. The drive of 3.0 V across 10 nm is 75% of a rough breakdown field of 4 MV/cm, so the margin is narrow.

*Real films.* The values of $P_0$, $E_c$ and thickness are roughly typical of ferroelectric hafnia-zirconia. The defect density, the dipole length and the coupling are choices that put $E_b$ above $E_c$. The coefficient $\alpha$ was fitted to a coercive field of the size seen in films, so it is an effective value and not the stiffness of a perfect crystal.

Fresh films of this family can show pinched loops that open on cycling. Opposite internal bias fields are one possible cause. A field-induced phase change can also give a double loop, so the shape alone does not identify frozen defects. Ageing in a poled state is a more telling experiment, since the present mechanism then predicts a shifted loop. Charge trapped near the electrodes can also shift a loop, so even this test does not by itself single out defect dipoles. The assumption most clearly broken in real films is uniform switching. In the stripe calculation with free walls, removing it lowered the upper switching field by about 1 MV/cm. Walls pinned by the lattice or by defects would lower it less.

The numerical output that follows lists the main values used here.

## Computed results

```
Inputs: P0 20.0 uC/cm2, E_c 1.00 MV/cm
Drive 3.00 MV/cm, film 10 nm
Drive voltage 3.00 V
Defect density 1.50e+20 cm^-3
Defect charge 2 e, length 0.20 nm
Coupling kappa*eps0 0.12, kappa 1.355e+10 m/F
alpha 1.2990e+09 m/F, beta 3.2476e+10 m^5/(C^2 F)
P_d 0.961 uC/cm2, E_b 1.303 MV/cm
Formula E_b-E_c 0.303, E_b+E_c 2.303 MV/cm
Simulated s=+1: down -2.31, up -0.30 MV/cm
Simulated s=-1: down 0.30, up 2.31 MV/cm
Averaged loop: E (MV/cm), P falling, P rising (uC/cm2)
  0.0  0.00  0.00
  0.2  0.47  0.47
  0.5  20.23  1.19
  1.3  23.25  3.25
  2.0  24.99  5.65
  2.6  26.23  26.23
  3.0  26.97  26.97
Simulated remanence: E_b/E_c, P_r (uC/cm2)
  0.30  19.90
  0.60  19.54
  0.90  18.62
  0.97  18.08
  1.05  0.00
  1.50  0.00
Loop area, formula 77.9 J/cm3
Loop area, simulated: unaged 77.6, aged 77.9 J/cm3
No hysteresis found at drive 2.2 MV/cm
Up fraction 0.7: P(E=0) 9.92 uC/cm2
Zero-field permittivity: unaged 44.5, aged 27.7
Bias spread (std) 0.30 MV/cm: P_r 2.93 uC/cm2
Walls: half-width 0.4 nm, stripe 10 nm, field step 0.02 MV/cm
With walls, s=-1: up 1.32, down 0.30 MV/cm
Dead layer 0.5 nm, permittivity 30: E_c 0.791 MV/cm
Rough Curie temperature 700 K
E_c at 358 K: 0.791 MV/cm
Rough hop barrier 1.0 eV, attempt rate 1e+13 1/s
Barrier lowering at full drive 0.060 eV
Hop time 300 K: no field 6.30e+03 s, full drive 6.18e+02 s
Hop time 358 K: no field 1.20e+01 s, full drive 1.71e+00 s
Rough leakage 1e-04 A/cm2 at 1000 Hz
Leakage charge per half period 0.050 uC/cm2
Vacuum charge at full drive 0.266 uC/cm2
Rough breakdown 4.0 MV/cm, drive/breakdown 0.75
```
